# Heralded photon correlation of two-mode squeezed vacuum with an inefficient threshold detector

Let a signal mode $a$ and an idler mode $b$ start in vacuum and evolve into

$$|\psi\rangle=\exp\!\left[r(a^\dagger b^\dagger-ab)\right]|0,0\rangle ,\qquad r>0 .$$

A click of a detector on the idler heralds light in the signal. The quantity sought is the correlation of the signal after a click,

$$g_h=\frac{\langle a^\dagger a^\dagger aa\rangle_h}{\langle a^\dagger a\rangle_h^{2}} .$$

Both $g_h$ and $r$ are dimensionless, so no length, time or energy can enter the relation between them. Replacing $a$ by $-a$ reverses the sign of $r$ but changes no photon number, so $g_h$ is even in $r$ and may be written as a function of $x=\tanh^2 r$, with $0<x<1$. The detector efficiency $\eta$ is the one remaining parameter. When $\eta$ is very small, the click probability is proportional to $\eta$, and this factor cancels once the state is normalized after the click. What remains is a function of $x$ alone. A second symmetry makes it calculable: the exponent commutes with $a^\dagger a-b^\dagger b$, so the two modes hold equal photon numbers.

Write therefore $|\psi(r)\rangle=\sum_n c_n(r)|n,n\rangle$. Since $a^\dagger b^\dagger|n-1,n-1\rangle=n|n,n\rangle$ and $ab|n+1,n+1\rangle=(n+1)|n,n\rangle$, differentiation with respect to $r$ gives

$$\frac{dc_n}{dr}=n\,c_{n-1}-(n+1)\,c_{n+1},\qquad c_n(0)=\delta_{n0}.$$

The solution is $c_n=t^n/\cosh r$ with $t=\tanh r$. Indeed, $dt/dr=1-t^2$ and $d(1/\cosh r)/dr=-t/\cosh r$, so

$$\frac{dc_n}{dr}=\frac{-t^{n+1}+nt^{n-1}(1-t^2)}{\cosh r}=\frac{nt^{n-1}-(n+1)t^{n+1}}{\cosh r},$$

as required. Because $1/\cosh^2 r=1-x$, the pair-number distribution is

$$P(n)=(1-x)x^n .$$

All the averages follow from the geometric series differentiated $k$ times and multiplied by $x^k$:

$$\sum_n n(n-1)\cdots(n-k+1)\,x^n=\frac{k!\,x^k}{(1-x)^{k+1}} .$$

For $k=1$ the mean is $N=x/(1-x)=\sinh^2r$. For $k=2$ the second factorial moment is $2x^2/(1-x)^2=2N^2$. Without heralding the signal thus has correlation 2, the thermal value.

A threshold detector reports whether it has absorbed at least one photon, but not how many. Inefficiency is modelled by a beam splitter that sends each photon to a perfect detector with amplitude $\sqrt\eta$ and elsewhere with amplitude $\sqrt{1-\eta}$. For $n$ incident photons, the amplitude for all of them to go elsewhere is $(1-\eta)^{n/2}$. Without dark counts, the click probability is therefore

$$C_n=1-(1-\eta)^n=\eta n-\tfrac12\eta^2n(n-1)+\cdots .$$

The corresponding operator acts on the idler and commutes with every signal operator. Conditional signal averages are thus ordinary averages with weight $P(n)C_n$, divided by the total weight. The correlation needs just the photon-number distribution, because $a^\dagger a^\dagger aa=\hat n(\hat n-1)$ with $\hat n=a^\dagger a$.

The second term of $C_n$ is smaller than the first by the factor $\eta(n-1)/2$. The numbers that matter in the averages extend to several times $1/(1-x)$, so the low-efficiency condition is

$$\frac{\eta}{1-x}\ll1 .$$

Under it, $C_n\simeq\eta n$. The normalizing sum is $\eta\sum_n nP(n)=\eta x/(1-x)$, and division gives

$$P_h(n)=\frac{\eta n(1-x)x^n}{\eta x/(1-x)}=(1-x)^2n\,x^{n-1}.$$

The click removes the vacuum and favours larger photon numbers in proportion to $n$, since each idler photon offers another chance of detection.

For the heralded mean, use $n^2=n(n-1)+n$:

$$\langle n\rangle_h=\frac{(1-x)^2}{x}\left[\frac{2x^2}{(1-x)^3}+\frac{x}{(1-x)^2}\right]
=\frac{2x+1-x}{1-x}=\frac{1+x}{1-x}.$$

For the second factorial moment, use $n^2(n-1)=n(n-1)(n-2)+2n(n-1)$:

$$\langle n(n-1)\rangle_h=\frac{(1-x)^2}{x}\left[\frac{6x^3}{(1-x)^4}+\frac{4x^2}{(1-x)^3}\right]
=\frac{6x^2+4x(1-x)}{(1-x)^2}=\frac{2x(2+x)}{(1-x)^2}.$$

The factors $(1-x)^2$ cancel in the ratio:

$$\boxed{g_h=\frac{2x(2+x)}{(1+x)^2}=2\left[1-\frac1{(1+x)^2}\right]}$$

The second form follows from $x(2+x)=(1+x)^2-1$. Its derivative, $4/(1+x)^3$, is positive, so stronger squeezing raises the correlation throughout $0<x<1$. At weak squeezing $g_h\simeq4x$. One factor of two comes from $n(n-1)$ at $n=2$, the other from the doubled chance that two idler photons trigger the detector. Setting $g_h=1/2$, the value for exactly two photons, gives $x=2/\sqrt3-1=0.155$, or $N=0.183$. The Poisson value $g_h=1$ is reached at $x=\sqrt2-1=0.414$, or $N=0.707$.

As $x\to1$ within the low-efficiency condition, $g_h\to3/2$. The photon numbers are then large and their distribution approaches a continuous density proportional to $n e^{-(1-x)n}$. Its normalized second moment is $3!\,1!/(2!)^2=3/2$. This is below the thermal value because the weight $n$ suppresses small photon numbers.

Keeping $\eta$ finite shows how the result fails. Put $q=1-\eta$. The weight $P(n)C_n=(1-x)[x^n-(qx)^n]$ is a difference of two geometric distributions, so the click probability is

$$p_c=1-\frac{1-x}{1-qx}=\frac{\eta x}{1-qx}.$$

Let $A_1$ and $A_2$ be the sums of $n$ and $n(n-1)$ with this weight, before division by $p_c$. Then

$$A_1=\frac{x}{1-x}-\frac{(1-x)qx}{(1-qx)^2}
=x\,\frac{(1-qx)^2-q(1-x)^2}{(1-x)(1-qx)^2}.$$

In the numerator the terms $\mp2qx$ cancel, leaving $1-q+q^2x^2-qx^2=\eta(1-qx^2)$. Similarly,

$$A_2=\frac{2x^2}{(1-x)^2}-\frac{2(1-x)q^2x^2}{(1-qx)^3}
=2x^2\frac{(1-qx)^3-q^2(1-x)^3}{(1-x)^2(1-qx)^3}.$$

Here the terms $\pm3q^2x^2$ cancel, and the numerator becomes $1-q^2-3qx(1-q)+q^2x^3(1-q)=\eta(1+q-3qx+q^2x^3)$. Since $g_h=(A_2/p_c)/(A_1/p_c)^2=A_2p_c/A_1^2$, all remaining factors of $\eta$, $1-x$ and $1-qx$ cancel:

$$g_h(\eta)=\frac{2x(1+q-3qx+q^2x^3)}{(1-qx^2)^2}.$$

At $\eta=1$ this is $2x$. At weak squeezing a perfect threshold detector therefore halves the correlation, since it no longer favours two photons over one.

For small $\eta$, substitute $q=1-\eta$ and keep first order. The bracket in the numerator becomes

$$(1-x)^2(2+x)-\eta(1-x)(1-2x-2x^2),$$

while the denominator is $(1-x^2)^2[1+2\eta x^2/(1-x^2)]$. The relative change of $g_h$ is

$$-\eta\left[\frac{1-2x-2x^2}{(1-x)(2+x)}+\frac{2x^2}{(1-x)(1+x)}\right]
=-\frac{\eta}{(1+x)(2+x)} .$$

To obtain the last form, put both terms over $(1-x)(1+x)(2+x)$. The numerator is $(1-2x-2x^2)(1+x)+2x^2(2+x)=1-x$, which cancels the factor $1-x$ below. The cancellation holds at first order only. Near $x=1$ the second-order term is about $+[\eta/(1-x)]^2/12$, of opposite sign, so there the first-order expression describes the shift only if $\eta\ll(1-x)^2$.

If instead $x\to1$ at fixed $\eta>0$, both the bracket and the denominator tend to $(1-q)^2$, and $g_h\to2$. Nearly every pulse then contains enough photons to cause a click, so the click conveys little and the thermal correlation returns. The two limits do not commute. For $x=0.999$ and $\eta=0.1$, the full value is 1.98, whereas the low-efficiency formula gives 1.50: here $\eta/(1-x)=100$, although $\eta$ itself is small.

Loss in the signal arm after the source behaves differently. With transmission $T$, the signal operator becomes $\sqrt T\,a$ plus a vacuum contribution that vanishes in normally ordered averages. The numerator of $g_h$ and the square of the mean both acquire the factor $T^2$, so $g_h$ is unchanged.

Loss during generation requires another description, because it acts while pairs are still being created and so changes their later growth. The state remains Gaussian with zero mean, so its higher moments are sums over pairings. Gain and loss preserve the symmetry $a\to e^{i\theta}a$, $b\to e^{-i\theta}b$, so $\langle aa\rangle$, $\langle bb\rangle$ and $\langle a^\dagger b\rangle$ vanish. Take the same mean $N$ in both modes, and let $m=\langle ab\rangle$ be real. In the low-efficiency limit the click weight is $b^\dagger b$, and

$$\langle a^\dagger a\,b^\dagger b\rangle=N^2+m^2,\qquad
\langle a^\dagger a^\dagger aa\,b^\dagger b\rangle=2N^3+4Nm^2 .$$

The coefficient 4 arises because $b$ can pair with either $a$ and $b^\dagger$ with either $a^\dagger$. Hence

$$g_h=\frac{N(2N^3+4Nm^2)}{(N^2+m^2)^2}.$$

Without loss, $m=\sinh r\cosh r$, so $m^2=N(N+1)$ and $g_h=N(6N+4)/(2N+1)^2$. Inserting $N=x/(1-x)$ returns the boxed result by a second route.

For gain $g$ and photon loss $\kappa$ per unit length, the mode equations are $a'=gb^\dagger-\kappa a/2$ and $b'=ga^\dagger-\kappa b/2$, plus independent vacuum noise. They give

$$N'=2gm-\kappa N,\qquad m'=g(2N+1)-\kappa m .$$

At weak constant gain and to first order in $\kappa z$, $m=gz(1-\kappa z/2)$ and $N=g^2z^2(1-2\kappa z/3)$. Since $m^2\gg N^2$ in this regime,

$$g_h\simeq\frac{4N^2}{m^2}\simeq4g^2z^2\left(1-\frac{\kappa z}{3}\right).$$

At fixed weak gain, distributed loss thus lowers the correlation. It lowers $N$ twice as much, however, so $g_h$ lies above the lossless value $4N$ inferred from the surviving light.

As an example, consider pulsed four-wave mixing in a silicon waveguide near 1550 nm, with a chosen mean of $N=0.05$ pairs per pulse in the one mode pair considered. Then

$$x=\frac{0.05}{1.05}=0.0476,\qquad r=\operatorname{arsinh}\sqrt{0.05}=0.222 .$$

After a low-efficiency click, the probability of one photon is $(1-x)^2=0.907$ and that of two is $2x(1-x)^2=0.086$. The heralded mean is 1.100 and the second factorial moment is 0.215, so

$$g_h=\frac{0.215}{1.100^2}=0.178 .$$

The estimate $4x=0.190$ is somewhat high. At herald efficiency $\eta=0.1$ the full formula gives 0.169, a shift of $-4.7\%$, which agrees with the first-order expression at the digits shown. The click probability is 0.0050 per pulse. A dark-count rate of 1000 per second in a 1 ns gate adds a probability of $10^{-6}$ and raises this finite-efficiency value by just 0.02%.

The waveguide is 1 cm long, with linear loss 2 dB/cm, mode area 0.10 µm², Kerr index $n_2=5\times10^{-14}$ cm²/W and two-photon absorption $\beta=0.70$ cm/GW. These are rough typical values. The model assumes phase matching, one temporal mode and a rectangular pulse, with gain $g=(2\pi/\lambda)n_2I$ at pump intensity $I$ and wavelength $\lambda$. Two-photon absorption also couples the signal and idler, with strength $\beta I/2$ in quadrature with this gain. That would raise $g$ by about 1.5% and is neglected; at fixed pump it would raise $g_h$ by about 3%, from the 0.146 found below to 0.150. The pump obeys $I'=-\alpha I-\beta I^2$, where $\alpha$ is the linear loss coefficient. Direct integration gives

$$\int_0^L I\,dz=\frac1\beta\ln\!\left(1+\beta I_0\frac{1-e^{-\alpha L}}{\alpha}\right).$$

Requiring the integrated gain to equal $r$ fixes the input intensity at about $I_0=0.14$ GW/cm², or 0.14 W peak power. The pump transmission is 0.58.

A generated photon can also be absorbed together with a pump photon, so $\kappa=\alpha+2\beta I$. Over the full length, linear loss contributes 0.46 to the optical depth. Pump-induced absorption contributes $2\beta r/[(2\pi/\lambda)n_2]=2(0.70)(0.222)/2.03=0.15$. The weak, constant-coefficient estimate then predicts a shift near $-0.61/3$, or $-20\%$. Integration with the actual pump profile gives $g_h=0.146$, a shift of $-18\%$ from the lossless value at the same integrated gain. The output mean is 0.033 photons per mode, for which the lossless formula would give 0.121. The difference between 0.146 and 0.121 is the effect of broken pairs.

Real sources also depart from the single-mode assumption. For several independent squeezed pairs with $r_k^2=\lambda_kr^2$ and $\sum_k\lambda_k=1$, define $P=\sum_k\lambda_k^2$. At weak squeezing the one-pair probability is $r^2$, and the two-pair probability is

$$r^4\left(\sum_k\lambda_k^2+\sum_{j<k}\lambda_j\lambda_k\right)=\tfrac12(1+P)r^4 .$$

Two-pair events enter $g_h$ with the factor 4 found above, so $g_h\simeq2(1+P)r^2$. A second mode of weight 0.05 has $P=0.905$ and moves the example to 0.170, a shift of $-4.3\%$ at fixed $r^2$. That is a nearly single-mode source; with many comparable modes the weak-squeezing correlation approaches half its single-mode value at fixed $r^2$. The waveguide above is not such a source, because its integrated gain fixes the pairs per mode, not per pulse. With a 10 ps rectangular pump, group-velocity dispersion of 0.3 to 1 ps²/m and no loss, it emits roughly 1 to 2 pairs per pulse into some tens of modes. Filters of 100 GHz on both arms bring the mean back to about 0.05, but they break pairs and still pass more than one mode, giving $g_h\approx0.22$. A low $g_h$ therefore does not establish that the light occupies one mode.

The other effects estimated here are smaller. Poissonian background of 0.001 photon per pulse in the signal arm, referred to the source, raises the ideal value by 0.8%. The same background in the idler arm causes false heralds, about $0.001/N=2\%$ of the clicks, and raises it by 1.9%. Measuring the correlation with two threshold detectors behind a balanced splitter, at total signal efficiency 0.1, changes it by $-0.1\%$. For a 10 ps pulse, the free carriers created at the input intensity give an optical depth of 0.008, excluding carriers left by earlier pulses. Thermal occupation at 300 K is about $4\times10^{-14}$ photon per mode. Raman noise and pulse reshaping are not included. The shifts were evaluated one at a time and should not be read as a combined prediction; the numerical output lists the device inputs.

## Numbers as computed

```
Mean pairs per pulse (chosen): 0.050
Squeezing parameter r: 0.22178
x = tanh(r)^2: 0.047619
Heralded P(1), low efficiency: 0.90703
Heralded P(2), low efficiency: 0.08638
Heralded P(3), low efficiency: 0.00617
Heralded mean photon number: 1.10000
Second factorial moment: 0.21500
Ideal heralded g2: 0.17769
Weak-squeezing estimate 4x: 0.19048
x at g2 = 1/2: 0.15470; mean pairs 0.1830
x at g2 = 1: 0.41421; mean pairs 0.7071
Strong case: x = 0.999, eta = 0.1
  full g2 1.9805; low-eta formula 1.4995
Herald efficiency (chosen): 0.10
eta/(1-x): 0.1050
Click probability per pulse: 0.004975
g2 at this efficiency: 0.16941
  shift from ideal: -4.66 %
  first-order shift: -4.66 %
g2 after signal transmission 0.20: 0.17769
Dark rate 1000 1/s, gate 1.0 ns
  dark probability per gate: 1.00e-06
  g2 0.16944; shift from finite-eta 0.019 %
Second Schmidt weight 0.05; weak purity 0.905
  g2 0.16999; shift -4.33 %
Background photons per pulse at source: 0.0010
  g2 0.17918; shift 0.84 %
Signal threshold-detection efficiency: 0.10
  estimator 0.17744; shift -0.14 %
Waveguide: 1550 nm, 1.0 cm long
Kerr index 5.0e-14 cm2/W
Two-photon absorption 0.70 cm/GW
Linear loss 2.0 dB/cm; area 0.10 um2
Input pump intensity: 0.1419 GW/cm2
Input peak pump power: 141.9 mW
Pump transmission: 0.5844
Lossy-source output photons per mode: 0.03284
  g2 0.14620; shift at fixed gain -17.72 %
  ideal formula from output mean: 0.12136
Pulse length: 10.0 ps
Carrier cross-section: 1.45e-17 cm2
Carrier density per pulse: 5.50e+14 1/cm3
Free-carrier optical depth: 7.98e-03
Thermal photons per mode at 300 K: 3.65e-14
```
